# Jacobi and optimally over-relaxed Gauss–Seidel iterations for a 200-interval Poisson grid

## Problem

A p-type silicon film, 100 nm thick, is depleted of holes. Its ionised acceptors have density $N_A=10^{17}\ \mathrm{cm^{-3}}$ and charge density $-qN_A$. Let $\psi$ be the potential measured from the two surfaces, which are held at equal potentials. Poisson's equation is then

$$\psi''=\frac{qN_A}{\varepsilon},\qquad \psi=0\ \text{at both surfaces}.$$

The film is divided into $N=200$ equal intervals of length $h=0.5$ nm, leaving 199 unknown values. With $s=h^2qN_A/\varepsilon$, the three-point form of the equation is

$$\psi_{j-1}-2\psi_j+\psi_{j+1}=s,\qquad \psi_0=\psi_N=0 .$$

The Jacobi method computes every new value from old neighbours:

$$\psi_j^{k+1}=\tfrac12\left(\psi_{j-1}^{k}+\psi_{j+1}^{k}-s\right).$$

Over-relaxed Gauss–Seidel, or SOR, sweeps from left to right. It uses the left neighbour's new value at once and stretches each correction by a factor $\omega$:

$$\psi_j^{k+1}=(1-\omega)\psi_j^k+\tfrac{\omega}{2}\left(\psi_{j-1}^{k+1}+\psi_{j+1}^{k}-s\right).$$

One iteration updates every unknown once. The error $e_j^k$ is the difference from the solution of the discrete equations, and its size is its root mean square over the grid.

1. How many iterations does each method need to reduce its slowest error mode by $10^6$, if $\omega$ gives SOR its best asymptotic rate?
2. Is the SOR count sufficient for every starting error?

## First estimate by scaling

Subtracting the old value from the Jacobi error gives

$$e_j^{k+1}-e_j^k=\tfrac12\left(e_{j-1}^k-2e_j^k+e_{j+1}^k\right).$$

This is a diffusion equation in which the iteration number plays the part of time. Diffusion across $N$ intervals takes of order $N^2$ steps. A millionfold reduction needs $\ln10^6=13.8$ such times, or about $13.8\times200^2\approx5.5\times10^5$ iterations.

In a left-to-right sweep, information can cross the whole grid to the right, but it moves only one interval to the left. News from the right-hand end thus needs about $N$ sweeps to cross. If over-relaxation can make the decay limited by this transport instead of by diffusion, the count is about $13.8\times200\approx2.8\times10^3$. The estimated advantage is a factor of $N=200$. The numerical prefactors, and the assumption about SOR, remain to be examined.

## Exact solution

### Jacobi

Subtracting the discrete equation removes the source:

$$e_j^{k+1}=\tfrac12(e_{j-1}^k+e_{j+1}^k),\qquad e_0=e_N=0.$$

Let $\theta=\pi/N$ and try $e_j=\sin(m\theta j)$, which vanishes at both ends. Since

$$\sin[m\theta(j-1)]+\sin[m\theta(j+1)]=2\cos(m\theta)\sin(m\theta j),$$

each iteration multiplies this mode by $\cos(m\theta)$. The modes $m=1,\dots,N-1$ form a complete orthogonal set. The largest magnitude is $\mu=\cos\theta$, reached by the smooth mode $m=1$ and by the alternating mode $m=N-1$, whose factor is $-\mu$.

The number of iterations $k$ must satisfy $\mu^k\le10^{-6}$. Here

$$-\ln\mu=\frac{\theta^2}{2}+\frac{\theta^4}{12}+\dots=1.23375\times10^{-4},$$

$$k_J=\frac{13.815511}{1.23375\times10^{-4}}=111\,979.7,$$

so 111,980 iterations are needed. Because the modes are orthogonal and none decays more slowly, this number suffices for any starting error.

### SOR

The SOR error obeys

$$e_j^{k+1}-(1-\omega)e_j^k-\tfrac{\omega}{2}\left(e_{j-1}^{k+1}+e_{j+1}^k\right)=0.$$

Try $e_j^k=r^{2k+j}\sin(m\theta j)$. The two neighbour terms then carry the same power, $r^{2k+j+1}$, so their sines combine as before. The left side becomes

$$r^{2k+j}\sin(m\theta j)\,P_m(r),\qquad P_m(r)=r^2-\omega r\cos(m\theta)+\omega-1 .$$

A solution requires $P_m(r)=0$, and one sweep multiplies it by $r^2$. Replacing $m$ by $N-m$ changes the sign of $r$ and gives the same vector up to sign. For distinct non-zero roots, the pairs $m=1,\dots,99$ supply 198 eigenvectors and $m=100$ supplies one, which makes all 199. At a double root the eigenvalues follow by continuity.

To find the best $\omega$, solve $P_1=0$ for $\omega$ and differentiate:

$$\omega=\frac{1-r^2}{1-\mu r},\qquad
\frac{d\omega}{dr}=\frac{\mu r^2-2r+\mu}{(1-\mu r)^2}.$$

The numerator vanishes at $r_*=(1-\sin\theta)/\mu$ and at a second point above 1, and it is negative between them. As $\omega$ rises from 0, the larger root therefore falls from 1 to $r_*$. At that point $1-\mu r_*=\sin\theta$, and

$$r_*^2=\frac{(1-\sin\theta)^2}{1-\sin^2\theta}=\frac{1-\sin\theta}{1+\sin\theta},\qquad
1-r_*^2=\frac{2\sin\theta}{1+\sin\theta}.$$

Dividing the last expression by $\sin\theta$ gives

$$\omega_*=\frac{2}{1+\sin\theta},\qquad \lambda=r_*^2=\omega_*-1 .$$

For $\omega_*<\omega<2$ the discriminant $\omega^2\cos^2(m\theta)-4(\omega-1)$ is negative for every $m$, so all the roots are complex. The product of each conjugate pair is $|r|^2=\omega-1$, which grows with $\omega$. At $\omega_*$ itself the modes other than $m=1$ and $m=N-1$ still have complex roots, with $|r|^2=\omega_*-1=\lambda$, so none is slower. For $\omega\le0$ or $\omega\ge2$ the product of the two roots, $\omega-1$, has magnitude at least 1, and the iteration does not converge. Hence $\omega_*$ gives the best asymptotic rate. As an independent test on 20 intervals, the eigenvalues of the sweep matrix were computed for $\omega$ in steps of 0.001. The best value was 1.730, against 1.7295 from the formula.

For 200 intervals $\omega_*=1.96907$ and $\lambda=0.96907$. The decay rate is

$$-\ln\lambda=\ln\frac{1+\sin\theta}{1-\sin\theta}=2\theta+\frac{\theta^3}{3}+\dots=0.0314172,$$

$$k_S=\frac{13.815511}{0.0314172}=439.7 .$$

The slowest eigenvector thus needs 440 sweeps. Direct iteration from the slow modes gave the same whole numbers, 111,980 and 440. This answers the first question: the ratio is 254.5.

The over-relaxation is essential. At $\omega=1$ the non-zero root is $r=\mu$, so plain Gauss–Seidel multiplies its slow mode by $\mu^2$. It needs about 55,990 sweeps, half the Jacobi number and still proportional to $N^2$.

### What the merged eigenvectors do

At $\omega_*$ the two roots for $m=1$ coincide, and one eigenvector is lost. The missing solution follows from the trial solution. Its residual is proportional to $r^{2k+j}P_1(r)$, and at a double root both $P_1$ and $P_1'$ vanish. The derivative of the trial solution with respect to $r$ is therefore also a solution. Multiplied by $r$, it reads

$$(2k+j)\,r^{2k+j}\sin(\theta j)=\lambda^k(2k\,v_j+w_j),$$

$$v_j=r^j\sin(\theta j),\qquad w_j=j\,v_j,\qquad r=r_* .$$

A general error contains this solution, so it eventually decays as $k\lambda^k$ and not as $\lambda^k$.

Its amplitude can be found by projection. Write the sweep as $Me^{k+1}=Ke^k$, with

$$(Me)_j=e_j-\tfrac{\omega}{2}e_{j-1},\qquad (Ke)_j=(1-\omega)e_j+\tfrac{\omega}{2}e_{j+1}.$$

Take $y_j=r^{-j}\sin(\theta j)$ and define $Q(e)=\sum_jy_j(Me)_j$. Collecting the coefficient of each $e_j$ gives

$$\sum_j y_j(Ke)_j-r^2Q(e)=-\sum_j e_j\,r^{-j}\sin(\theta j)P_1(r)=0 .$$

Each sweep therefore multiplies $Q$ by $\lambda$. An eigenvector with another eigenvalue must have $Q=0$, since otherwise $Q$ would have to change by two different factors.

The coefficient of $e_j$ in $Q$ is $y_j-\frac{\omega}{2}y_{j+1}$. The double root is $r=\omega\mu/2$, so $\omega/(2r)=1/\mu$. Expanding $\sin[\theta(j+1)]$ then leaves

$$Q(e)=-\tan\theta\sum_j r^{-j}\cos(\theta j)\,e_j .$$

For $v$ the sum contains $\sin(\theta j)\cos(\theta j)$, which is odd about the middle of the grid, so $Q(v)=0$. For $w$,

$$Q(w)=-\frac{\tan\theta}{2}\sum_{j=1}^{N-1}j\sin(2\theta j).$$

With $z=e^{2i\theta}$ and $z^N=1$, multiplying $\sum_j jz^j$ by $z-1$ and cancelling terms gives $N$. Hence $\sum_j jz^j=N/(z-1)$, whose imaginary part is $-\frac N2\cot\theta$. The result is $Q(w)=N/4$.

If the starting error contains $b\,w$, then $b=4Q(e^0)/N$, and the growing part of the error is $2kb\lambda^kv$. Let $|\cdot|$ denote the square root of the sum of squares, and let $c_j=r^{-j}\cos(\theta j)$. By the Cauchy–Schwarz inequality, the largest $|b|$ for a given $|e^0|$ occurs when $e^0$ is proportional to $c$. At large $k$ the worst-case reduction factor is therefore

$$Ck\lambda^k,\qquad C=\frac8N\tan\theta\,|v|\,|c|=0.198 .$$

Setting this equal to $10^{-6}$ gives

$$k=\frac{13.8155+\ln(0.198\,k)}{0.0314172},$$

whose large solution is $k=591$. The norms of the actual matrix powers put the worst-case count at 598. The norm exceeds $10^{-6}$ at sweep 597 and stays below it from 598 through 800, the last power examined. The estimate is 1% low because it omits the parts of the error without the factor $k$. Its closeness does not mean that those parts are negligible at this stage. The other eigenvectors are far from orthogonal, so even a start with $b=0$ can need well over 440 sweeps. Their combined size rises and falls with $k$. Near sweep 598 the worst start with $b=0$ is amplified about as much as the growing term, and it needs nearly 590 sweeps. At sweeps 440 and 640 the growing term is several times the larger.

This answers the second question: 440 sweeps do not suffice for every start. On the worst-case measure the advantage over Jacobi is $111\,980/598=187$.

## Comparison with the scaling estimate

| | Scaling | Slowest mode | Worst case |
|---|---:|---:|---:|
| Jacobi | $5.5\times10^5$ | 111,980 | 111,980 |
| Optimal SOR | $2.8\times10^3$ | 440 | 598 |
| Ratio | 200 | 254.5 | 187 |

The powers of $N$ were right. For large $N$ the slow-mode counts tend to $13.8\times2N^2/\pi^2$ and $13.8\times N/(2\pi)$. Scaling was too high by $\pi^2/2\approx4.9$ for Jacobi and by $2\pi\approx6.3$ for SOR. These errors partly cancel in the ratio, whose leading form is $4N/\pi=254.6$.

The factor $k$ does not spoil the linear law. For small $\theta$, $r^j\approx e^{-t}$ with $t=\theta j$, and the sums become integrals:

$$|v|^2\approx\frac N\pi\int_0^\pi e^{-2t}\sin^2t\,dt=\frac N\pi\,\frac{1-e^{-2\pi}}8,$$

$$|c|^2\approx\frac N\pi\int_0^\pi e^{2t}\cos^2t\,dt=\frac N\pi\,\frac{3(e^{2\pi}-1)}8 .$$

Hence $C\approx(2\sqrt3/N)\sinh\pi$, which is 0.200 for this grid. Since $Ck$ and $\lambda^k\approx e^{-2\pi k/N}$ both depend on $k/N$ alone in this limit, the estimated worst-case count is also proportional to $N$.

## The silicon film

With a relative permittivity of 11.7, $s=38.665\ \mu$V. The second difference of a parabola equals $h^2$ times its second derivative, so the three-point formula has no mesh error here. The centre lies below the surfaces by

$$\frac{N^2s}{8}=5000\times38.665\ \mu\mathrm V=0.193\ \mathrm V .$$

Starting from $\psi=0$, Jacobi needs 111,974 iterations and SOR needs 547, a ratio of 205. The Jacobi count is close to the slow-mode value because the projection of the starting error on that mode has 0.99928 of its norm. The SOR count lies between 440 and 598: this start is not the worst one, but it contains the growing solution, which accounts for most of the sweeps beyond 440. The final peak errors are about 0.2 $\mu$V for both methods.

A small update does not prove a small error. For the slow Jacobi mode $e^{k-1}=e^k/\mu$, so

$$\frac{\text{error}}{\text{last update}}=\frac{\mu}{1-\mu}\approx8100 .$$

If the iteration stopped when the update reached 1 $\mu$V, an error of about 8 mV would remain.

Mobile carriers alter the rate. In a linearised treatment with uniform Debye length $L$, they add $h^2/L^2$ to the diagonal coefficient 2, and the Jacobi factor becomes

$$\mu_L=\frac{\cos\theta}{1+h^2/(2L^2)} .$$

Suppose that the surfaces are 0.40 V above the neutral-bulk potential at 300 K, with a rough intrinsic density of $10^{10}\ \mathrm{cm^{-3}}$. The largest carrier density in the film is then $3.4\times10^{13}\ \mathrm{cm^{-3}}$, for which $L=704$ nm. Using that density everywhere lowers the Jacobi count by only about 0.2%. In an undepleted film $L=12.9$ nm and the count falls to about 16,000, because screening damps the long-wavelength error.

The doping is plausible for a transistor body, but 100 nm is thick compared with the roughly 10 nm films of modern fully depleted transistors. At fixed $N$ and without screening, thickness does not affect the count. The surface field of 0.077 MV/cm is below silicon's rough breakdown range of a few tenths of MV/cm. A real gate acts through an oxide and does not fix the surface potential directly. If the field is zero at one surface and the potential is fixed at the other, the slow Jacobi mode is a quarter wave, $\theta$ is halved, and the count rises about fourfold. Thick oxides on both sides can raise it further. The acceptors are also discrete: at their mean spacing of 21.5 nm, the unscreened potential of one acceptor is 5.7 mV. The final error of about 0.2 $\mu$V therefore measures algebraic convergence, not the physical accuracy of the model.

In one dimension, tridiagonal elimination solves these equations in one forward and one backward pass, so neither iteration is the economical choice. The counts above belong to this one-dimensional grid; they are not run times, since an SOR update takes more arithmetic than a Jacobi update. The computed values are listed in the numerical output below.

## Values computed for the example and the checks

```
intervals N: 200; unknowns: 199; target: 1e-06
theta = pi/N: 0.01570796 rad
ln(10^6): 13.815511
Jacobi factor mu: 0.999876632
-ln(mu): 1.2337513e-04; theta^2/2: 1.2337006e-04
Jacobi count, unrounded: 111979.71
Jacobi count, run from its slow mode: 111980
plain Gauss-Seidel slow-mode count, unrounded: 55989.85
optimal omega: 1.9690712
SOR factor lam: 0.9690712; r = sqrt(lam): 0.9844141
-ln(lam): 0.0314172; 2 theta: 0.0314159
SOR eigenvector count, unrounded: 439.74
SOR count, run from its slow eigenvector: 440
ratio Jacobi/SOR, slow modes: 254.5
large-N ratio 4N/pi: 254.6
SOR count, run from sin(theta j): 545
worst-case constant C: 0.1980
SOR worst-case count, estimate C k lam^k: 591.3
SOR worst-case count, matrix norms: 598
ratio Jacobi/SOR, worst case: 187.3
scan with 20 intervals, best omega: 1.730
formula with 20 intervals, omega: 1.7295
film width: 100 nm; spacing h: 0.50 nm
acceptors: 1.0e+17 cm^-3
temperature: 300 K; permittivity ratio: 11.7
intrinsic density (rough): 1e+10 cm^-3
surface above neutral bulk: 0.40 V
source h^2 q N_A/eps: 38.665 uV
centre below surface: 0.19332 V
mesh error below 1e-10 V: True
slow-mode share of starting error: 0.99928
film, Jacobi count: 111974
film, SOR count: 547
film, ratio of counts: 204.7
film, final Jacobi peak error: 0.1997 uV
film, final SOR peak error: 0.2257 uV
film, last Jacobi peak update: 24.636 pV
error/update, Jacobi: 8104.4
largest carrier density: 3.37e+13 cm^-3
Debye length at that density: 704 nm
Jacobi count with that screening: 111751
Debye length, undepleted: 12.93 nm
Jacobi count, undepleted: 15863
surface field: 0.0773 MV/cm
mean acceptor spacing: 21.5 nm
potential of one acceptor there: 5.71 mV
```
